# The Shockley-Ramo theorem for terminal currents in device simulation

## Result and conventions

Let a device have electrodes \(k\) at potentials \(V_k(t)\), and let \(I_k\) be the current that enters the device from the external circuit through electrode \(k\). Then

\[
I_k=\int \mathbf J\cdot\mathbf F_k\,dV+\sum_j C_{kj}\frac{dV_j}{dt},\qquad \mathbf F_k=-\nabla w_k. \tag{1}
\]

Here \(\mathbf J\) is the current density of the mobile carriers, diffusion included. The weighting potential \(w_k\) is dimensionless and solves

\[
\nabla\cdot(\varepsilon\nabla w_k)=0,\qquad w_k=1\ \text{on electrode }k,\quad w_k=0\ \text{on the others}. \tag{2}
\]

The weighting field \(\mathbf F_k\) has the unit of inverse length. It is fixed by the geometry and the permittivity, and contains neither the bias nor the space charge. At fixed potentials the last term of (1) vanishes. For carriers with charges \(q_i\), positions \(\mathbf r_i\) and velocities \(\mathbf v_i\), the density \(\mathbf J=\sum_i q_i\mathbf v_i\,\delta(\mathbf r-\mathbf r_i)\) then gives

\[
I_k=\sum_i q_i\,\mathbf v_i\cdot\mathbf F_k(\mathbf r_i). \tag{3}
\]

The assumptions are these:

- The fields are quasi-static, \(\mathbf E=-\nabla\phi\).
- The dielectric is linear, isotropic and constant in time, \(\mathbf D=\varepsilon(\mathbf r)\mathbf E\). A frozen polarisation may be added, since only \(\partial\mathbf D/\partial t\) enters.
- The electrodes do not move, and each is an equipotential. A constant built-in contact potential has no effect on \(dV_j/dt\).
- On the remaining outer walls the normal components of \(\mathbf J\), \(\mathbf D\) and \(\varepsilon\nabla w_k\) are zero.

## Derivation

Charge conservation reads \(\partial\rho/\partial t+\nabla\cdot\mathbf J=0\), where \(\rho\) is the total free charge, trapped and ionised charge included. Gauss's law is \(\nabla\cdot\mathbf D=\rho\). Inserting its time derivative gives

\[
\nabla\cdot\mathbf J_t=0,\qquad \mathbf J_t=\mathbf J+\frac{\partial\mathbf D}{\partial t}. \tag{4}
\]

Let \(\mathbf n\) point out of the device, and hence into the electrode metal. Current entering the device flows against \(\mathbf n\), so

\[
I_k=-\oint_k \mathbf J_t\cdot\mathbf n\,dS. \tag{5}
\]

Because \(\mathbf J_t\) has no divergence, \(\nabla\cdot(w_k\mathbf J_t)=\mathbf J_t\cdot\nabla w_k\). The divergence theorem then gives

\[
\int\mathbf J_t\cdot\mathbf F_k\,dV=-\int\nabla\cdot(w_k\mathbf J_t)\,dV=-\oint w_k\,\mathbf J_t\cdot\mathbf n\,dS=I_k. \tag{6}
\]

In the surface integral, electrode \(k\) contributes with \(w_k=1\), the other electrodes have \(w_k=0\), and the walls carry no normal current. So far only the boundary values of \(w_k\) have been used.

Equation (2) itself is needed to remove the displacement current. With \(\dot\phi=\partial\phi/\partial t\), the two minus signs in \(\partial\mathbf D/\partial t=-\varepsilon\nabla\dot\phi\) and \(\mathbf F_k=-\nabla w_k\) cancel:

\[
\int\frac{\partial\mathbf D}{\partial t}\cdot\mathbf F_k\,dV
=\int\varepsilon\nabla\dot\phi\cdot\nabla w_k\,dV
=\oint\dot\phi\,\varepsilon\,\mathbf n\cdot\nabla w_k\,dS. \tag{7}
\]

The second equality is an integration by parts whose volume term, \(-\int\dot\phi\,\nabla\cdot(\varepsilon\nabla w_k)\,dV\), is zero by (2). On electrode \(j\), \(\dot\phi=dV_j/dt\) can be taken out of the integral. Hence (7) equals

\[
\sum_jC_{kj}\frac{dV_j}{dt},\qquad C_{kj}=\oint_j\varepsilon\,\mathbf n\cdot\nabla w_k\,dS, \tag{8}
\]

and (6) becomes (1). The potential \(\phi\) still changes inside the device as the carriers move. What vanishes at fixed electrode potentials is the weighted integral of the displacement current, not the displacement current at each point.

### Electrode charge and signs

The charge on electrode \(k\) is the flux of \(\mathbf D\) into the device, \(Q_k=\oint_k\varepsilon\,\mathbf n\cdot\nabla\phi\,dS\). Green's identity for \(w_k\) and \(\phi\) is

\[
\int\left[w_k\nabla\cdot(\varepsilon\nabla\phi)-\phi\nabla\cdot(\varepsilon\nabla w_k)\right]dV
=\oint\varepsilon\left(w_k\nabla\phi-\phi\nabla w_k\right)\cdot\mathbf n\,dS. \tag{9}
\]

The left side is \(-\int w_k\rho\,dV\), and the right side is \(Q_k-\sum_jC_{kj}V_j\). Therefore

\[
Q_k=\sum_jC_{kj}V_j-\int w_k\,\rho\,dV. \tag{10}
\]

For one carrier in flight at fixed potentials, \(dQ_k/dt=-q\,\mathbf v\cdot\nabla w_k=q\,\mathbf v\cdot\mathbf F_k\), in agreement with (3). An electron approaching the drain has \(q=-e\) and moves towards larger \(w_D\), so \(I_D=e\,\mathbf v\cdot\nabla w_D>0\): conventional current enters at the drain. If it travels from source to drain, the time integral of \(I_D\) is \(e\) times the rise of \(w_D\) from 0 to 1, which is one elementary charge.

The sum \(\sum_kw_k\) solves (2) with the value 1 on every electrode, so it equals 1 throughout. Its gradient is zero, and the terminal currents at fixed potentials add to zero.

### Plates, with one and two dielectrics

Between wide plates a distance \(d\) apart with uniform permittivity, \(w\) is linear and \(|I|=qv/d\) for motion along the normal. As a test, the surface charge induced by a point charge at 0.30 of the gap was summed from image charges and differentiated with respect to position. The resulting current is 0.999998 of \(qv/d\).

Now let layers of thickness \(d_1,d_2\) and permittivity \(\varepsilon_1,\varepsilon_2\) fill the gap. Equation (2) requires \(\varepsilon_1F_1=\varepsilon_2F_2\), and the unit drop of \(w\) requires \(F_1d_1+F_2d_2=1\). Eliminating \(F_1\) gives

\[
F_2=\frac{\varepsilon_1}{\varepsilon_1d_2+\varepsilon_2d_1}. \tag{11}
\]

A carrier that crosses layer 2 and stops at the interface moves the charge \(qF_2d_2\) through the circuit, which equals the geometric share \(qd_2/(d_1+d_2)\) only if \(\varepsilon_1=\varepsilon_2\). The permittivity therefore belongs in the weighting problem even though the bias does not.

## Discrete form

In a finite-volume scheme let \(I_{ab}=-I_{ba}\) be the carrier current from node \(a\) to node \(b\), and let \(c_{ab}\) be the capacitance of that edge. Poisson's equation and a backward-Euler step of length \(\Delta t\) are, at each free node,

\[
\sum_bc_{ab}(\phi_a-\phi_b)=q_a,\qquad \frac{q_a-q_a^{\rm old}}{\Delta t}+\sum_bI_{ab}=0. \tag{12}
\]

Define \(\dot\phi_a=(\phi_a-\phi_a^{\rm old})/\Delta t\) and \(T_{ab}=I_{ab}+c_{ab}(\dot\phi_a-\dot\phi_b)\). If Poisson's equation holds at both ends of the step, its difference quotient turns the second equation of (12) into \(\sum_bT_{ab}=0\). The terminal current is the sum of \(T_{ab}\) leaving the nodes of electrode \(k\). Multiplying the node sums by \(w_a\), the nodal value of \(w_k\), and pairing the two ends of each edge gives

\[
I_k=\sum_aw_a\sum_bT_{ab}=\sum_{\rm edges}T_{ab}(w_a-w_b). \tag{13}
\]

Its displacement part can be regrouped by nodes:

\[
\sum_{\rm edges}c_{ab}(\dot\phi_a-\dot\phi_b)(w_a-w_b)=\sum_a\dot\phi_a\sum_bc_{ab}(w_a-w_b). \tag{14}
\]

If \(w\) is solved with the same \(c_{ab}\) as \(\phi\), the inner sum is zero at free nodes, and the electrode nodes yield \(\sum_jC_{kj}\Delta V_j/\Delta t\). At fixed potentials

\[
I_k=\sum_{\rm edges}I_{ab}(w_a-w_b), \tag{15}
\]

which is an identity of the discrete equations on any mesh. If an unconverged solution leaves \(\sum_bT_{ab}=r_a\) at the free nodes, the right side of (13) exceeds the contact flux by \(\sum_aw_ar_a\), the sum running over free nodes.

For implementation:

1. Factorise the Poisson matrix once and solve for one \(w_k\) per electrode.
2. In (15), use the edge currents that entered the continuity update, not currents re-evaluated at another time level.
3. Add \(C_{kj}\Delta V_j/\Delta t\) when a bias changes.

## Worked example: a gated oxide film

The model is a bottom-gate thin-film transistor of length \(L=1000\) nm and width 10 µm. A 40 nm film of relative permittivity 12 lies on a 100 nm insulator of relative permittivity 3.9. Source and drain touch the two end faces of the film, and the gate lies under the whole insulator. The electron mobility is 10 cm²/Vs at 300 K, the contact electron density is \(10^{17}\) cm⁻³, and, with the source at zero, the drain is at 0.5 V and the gate at 1 V, built-in contact potentials excluded. Before the flash described below, the film contains no ionised donors.

### Range of the drain's weighting potential

Away from the ends, \(w_D\) is a sum of products \(Y(y)e^{\pm\kappa x}\), with \(Y''=-\kappa^2Y\) in each layer. The gate at \(y=0\) requires \(Y=\sin\kappa y\) in the insulator. The flux-free top at \(y=t_i+t_f\) requires \(Y=A\cos\kappa(t_i+t_f-y)\) in the film. Continuity of \(Y\) and \(\varepsilon Y'\) at \(y=t_i\) gives

\[
\sin\kappa t_i=A\cos\kappa t_f,\qquad \varepsilon_i\cos\kappa t_i=\varepsilon_fA\sin\kappa t_f, \tag{16}
\]

and division leaves

\[
\varepsilon_i\cot\kappa t_i=\varepsilon_f\tan\kappa t_f. \tag{17}
\]

The smallest root has \(1/\kappa=127.3\) nm. The decay length read from the two-dimensional mesh solution is 127.4 nm.

### One electron

At the mean drift speed \(v=\mu V_D/L=5\times10^4\) cm/s, the plate formula would give \(ev/L=80\) pA at every position. For an electron at mid-height in the film, moving towards the drain, (3) gives instead:

| Distance from source | Source | Drain | Gate |
|---|---|---|---|
| 100 nm | −281 pA | 0.6 pA | 281 pA |
| 500 nm | −12 pA | 12 pA | 0 |
| 900 nm | −0.6 pA | 281 pA | −281 pA |

Electrode charges from Poisson's equation, with the electron displaced to either side of each position, give the same currents.

The middle row can be checked with the root of (17). The mesh solution gives \(w_D=0.0191\) there, and \(dw_D/dx\approx\kappa w_D\), so

\[
I_D\approx\frac{ev}{L}\,\kappa L\,w_D=80.1\ \text{pA}\times\frac{1000}{127.3}\times0.0191=12.0\ \text{pA}. \tag{18}
\]

The gate current is zero there because \(w_G\) is symmetric about mid-channel. By the same symmetry \(w_S=w_D\) at this point, so \(w_G=1-2\times0.0191\approx0.96\): nearly all the charge induced by the electron sits on the gate. Near a contact, the charge is transferred between the gate and that contact.

### A flash at fixed potentials

The steady drain current is 1.344 µA. Using \(x/L\) in place of \(w_D\) gives the same value. In steady state \(\partial\mathbf D/\partial t=0\), so step (6) suffices, and the nonzero value of \(x/L\) on the gate does no harm because no current crosses the gate.

At \(t=0\) a flash ionises donors at a density of \(2\times10^{16}\) cm⁻³ between 200 and 400 nm from the source. This frees 1600 electrons in a film that already holds about 17 500. The donors stay ionised and at rest. Electrons and donors appear together, so the charge density, and with it the potential, is unchanged at \(t=0\). The table gives the changes from steady state in nA, each computed from the backward-Euler step that ends at the stated time. The last column is the electron current through the drain face alone.

| Time | Source | Drain | Gate | Drain face |
|---|---|---|---|---|
| 1 ps | −80 | 4.7 | 75 | 0.4 |
| 10 ps | −80 | 9.6 | 70 | 3.9 |
| 100 ps | −116 | 49 | 67 | 43 |
| 1 ns | −92 | 91 | 0.4 | 91 |
| 10 ns | −92 | 92 | 0 | 92 |

The terminals respond at once, before the freed electrons reach a contact. For \(N\) electrons spread evenly from \(a\) to \(b\) and moving at speed \(v\), averaging (3) gives

\[
I_k\approx Nev\,\frac{w_k(b)-w_k(a)}{b-a}. \tag{19}
\]

The slowest mode, \(w_D\propto\sinh\kappa x\), scaled to 0.0191 at mid-channel, gives \(w_D=0.0017\) at 200 nm and 0.0087 at 400 nm. The drain estimate is \(1600\times80.1\ \text{pA}\times5\times0.0070=4.5\) nA, where the factor 5 is \(L/(b-a)\). By mirror symmetry \(w_S\) falls from 0.20 to 0.042, which gives about −100 nA at the source. The simulated values are 4.7 and −80 nA. The estimate assumes the mean lateral field and leaves out diffusion and vertical motion, so it sets the scale and no more. The omitted terms are not small: lateral diffusion stands to lateral drift as \(k_BT\kappa L/(eV_D)\approx0.4\), and vertical drift towards the gate is of similar size and opposite sign, so the closeness of the estimate rests on their near cancellation.

The excess drain current settles at 92 nA, or 6.8 % of the initial drain current, because the ionised donors remain. The time integral of the gate current is 102 elementary charges, equal to the change of gate charge obtained from the field. By (10), the electron charge added to the film, weighted by \(w_G\), exceeds the weighted donor charge by that amount. This number alone does not separate extra electrons from electrons that moved to places of larger \(w_G\).

Over all time steps and terminals, the contact flux and (15) differ by at most \(2\times10^{-8}\) nA. With a weighting potential computed for uniform permittivity, the largest error is 37 nA; with \(x/L\) for the drain it is 105 nA, more than the final excess current itself. Both functions are correct in steady state, so a steady-state comparison does not reveal the fault.

The close agreement says nothing about discretisation error, which both sides share. The mesh spacing is 10 nm along the channel and in the insulator, and 5 nm across the film. Doubling it changes the steady current by 0.4 % and the excess currents by up to 3.5 nA. The quoted \(w_D\), one-electron currents and \(C_{GG}\) carry a mesh error of about 1 %, since the weighting field is singular at the contact edges. Going from ten to twenty time steps per decade, on the doubled mesh, changes the currents by up to 2.1 nA. Both runs begin with the same 1 ps step, so this figure does not include the error of the first row of the table, which is an average over that step.

### A gate ramp

Raising the gate by 10 mV in 10 ps is a ramp of \(10^9\) V/s. With \(C_{GG}=0.825\) fF, the last term of (1) is 0.825 µA. With the whole ramp taken as one backward-Euler step, the mobile electrons contribute 0.223 µA. The two terms add to 1.048 µA, which equals the contact flux. Formula (3) alone would miss 79 % of the gate current in this step. The mobile part grows from zero during the ramp and a single backward-Euler step evaluates it at the end, so the share missed on average over the ramp is larger, about 86 %.

The coefficient \(C_{GG}\) is well below the plate capacitance of the insulator, 3.45 fF, because it is defined with the mobile charge held still. The response of the channel electrons is already in \(\int\mathbf J\cdot\mathbf F_G\,dV\). Using the plate capacitance in (1) would add a full channel response on top of it. For a slow ramp this nearly doubles the gate current; in this fast step, where the channel has barely responded, it would give \(3.45+0.22\) µA in place of 1.05 µA.

## Relation to real devices and limits of validity

The mobility, layer thicknesses and permittivities are roughly typical of amorphous-oxide thin-film transistors. The channel is shorter than in many display transistors, and a 1 V gate bias is low beside their usual drive of order 10 V. One assumption about the carriers that such films can break is the absence of traps. For an assumed tail of \(10^{20}\) cm⁻³eV⁻¹ at the band edge, falling off over 20 meV, there are about 1.3 trapped electrons per free one at the mean density of the trap-free film, and about 1.4 if the total charge is held fixed. These ratios assume an effective mass of \(0.34\,m_e\) and roughly double for \(0.2\,m_e\). If 10 cm²/Vs is the mobility of free electrons and traps exchange electrons quickly, the mean velocity falls by the factor \(1/(1+1.3)\approx0.4\). At the same total electron charge, the steady current would then drop from 1.3 to roughly 0.6 µA. Equations (1) and (3) remain valid, since a trapped electron has zero velocity; it is \(\mathbf J\) that changes.

Several other omissions are small for these numbers. Degeneracy is a correction of about 1 % at the peak density. The largest field found at the gate is 0.1 MV/cm, about 1 % of an assumed insulator strength of 10 MV/cm. On the mesh used, the largest lateral drift speed is 1 % of the thermal speed for the same effective mass. The vertical field in the film at the interface, about \(3.9\times97/12\approx31\) kV/cm by continuity of \(\mathbf D\), corresponds to 1.5 %; in steady state this drift is nearly balanced by diffusion. These figures do not cover the sharp edges where a contact meets the insulator and its side wall: there the ideal field is singular, and its computed maximum grows as the mesh is refined. A real device has rounded edges and needs a local estimate there. Estimated self-heating on a glass substrate is 0.1 K. Light crosses the channel length in 0.01 ps and the 10 µm width in about 0.12 ps, both below the first time step of 1 ps, which supports the quasi-static treatment.

Fixed electrode potentials are an idealisation. A 50 Ω external resistance alone drops only 67 µV at the steady current, and its time constant with the plate capacitance is 0.17 ps. Contact resistance and the capacitance of pads and leads are not included in these figures and can be much larger. The electrode potentials then vary, (1) must be used with the actual \(V_j(t)\), and the picosecond currents in the table may differ from what an external instrument records.

Overlapping contacts and fields above the film alter \(w_k\) and \(C_{kj}\). Their effect is not estimated here; the remedy is to solve (2) in the full geometry. If \(\mathbf D\) is an instantaneous nonlinear function of \(\mathbf E\) with a scalar differential permittivity \(\varepsilon_d\), then \(\partial\mathbf D/\partial t=\varepsilon_d\,\partial\mathbf E/\partial t\), and (7) holds with \(w_k\) recomputed from \(\varepsilon_d\) at each instant. For a dielectric with memory this relation fails, and the slow polarisation current must be added to \(\mathbf J\). The numerical output below lists the values to more digits.

## Table of computed values

```
channel length, width: 1000 nm, 10 um
insulator, film thickness: 100 nm, 40 nm
relative permittivity insulator, film: 3.9, 12.0
mobility: 10 cm2/Vs; temperature: 300 K
drain, gate potential: 0.5 V, 1.0 V
contact electron density: 1.0e+17 cm^-3
image-charge current / (q v/d): 0.999998
decay length, mode equation: 127.31 nm
decay length, mesh: 127.40 nm
electron speed mu*V_D/L: 5.00e+04 cm/s
e*v/L: 80.11 pA
one electron at 100 nm: w_drain 0.0007; S, D, G = -281.22, 0.62, 280.60 pA
one electron at 500 nm: w_drain 0.0191; S, D, G = -12.00, 12.00, 0.00 pA
one electron at 900 nm: w_drain 0.4419; S, D, G = -0.62, 281.22, -280.60 pA
steady drain current: 1.3438 uA
same with weight x/L: 1.3438 uA
mobile electrons in film: 17498
flash density: 2.0e+16 cm^-3
electrons freed by flash: 1600
excess currents in nA; last = particle current at drain face
t = 1 ps: S -80.185, D 4.718, G 75.467; face 0.400
t = 10 ps: S -79.880, D 9.602, G 70.278; face 3.928
t = 100 ps: S -116.406, D 49.374, G 67.033; face 42.970
t = 1000 ps: S -91.910, D 91.486, G 0.424; face 91.452
t = 10000 ps: S -91.710, D 91.710, G 0.000; face 91.710
final steady excess drain current: 91.710 nA
largest contact-minus-Ramo gap: 1.8e-08 nA
largest gap, uniform-permittivity weight: 37.017 nA
largest drain gap, weight x/L: 105.425 nA
gate charge, integrated current: 102.297 e
gate charge, from field: 102.297 e
gate ramp: 10 mV in 10 ps
ramp gate current, contact flux: 1.0480 uA
ramp gate current, mobile part: 0.2234 uA
ramp gate current, C_GG dV/dt: 0.8246 uA
C_GG, mobile charge still: 0.825 fF
plate capacitance of insulator: 3.453 fF
steady current change on doubled mesh: 0.44 %
transient change on doubled mesh: 3.481 nA
transient change, finer time steps: 2.086 nA
tail-trapped / free electrons (rough): 1.27
degeneracy correction at peak: 1.20 %
peak field at gate: 0.097 MV/cm, 1.0 % of rough breakdown
tunnelling exponent through insulator: 1023
peak lateral field: 21.0 kV/cm; drift/thermal speed 0.010
electron centroid above insulator: 14.8 nm; thermal length 2.1 nm
self-heating on glass (rough): 0.094 K
light crossing time: 0.0116 ps
drop across 50 ohm: 67.2 uV; 50 ohm * plate C: 0.173 ps
```
